# From the Koelling-Harmon equation to scalar ZORA in a Coulomb field

## The problem

An electron moves in a central potential $V(r)$ that vanishes at infinity. Hartree atomic units are used in the algebra, so the electron mass is 1 and $c\approx137.036$. The energy $E$ does not include the rest energy $c^2$. With large and small radial functions $g$ and $f$, the radial Dirac equations are

$$g'=-\frac{1+\kappa}{r}g+2Mc\,f,\qquad f'=\frac{\kappa-1}{r}f+\frac{V-E}{c}g,$$

$$M(r)=1+\frac{E-V(r)}{2c^2}.$$

Here $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. A prime is a derivative with respect to $r$.

**(a)** Eliminate $f$, identify the spin-orbit term and drop it. The result is the Koelling-Harmon (KH) equation.

**(b)** Set $E=0$ inside $M$, and nowhere else. Write the result as an ordinary eigenvalue problem, the scalar zeroth-order regular approximation (ZORA), with eigenvalue $\varepsilon$. When should this be a good approximation?

**(c)** Let $V=-Z/r$ with $0<Z<c$. Find the relation between the bound levels $E$ and $\varepsilon$, and prove that it pairs the two spectra one to one.

**(d)** Solve both equations for the 1s state in closed form. Then discuss the levels of the one-electron ion with $Z=80$.

## Hints

**For (a).** Give the combination $g'+(1+\kappa)g/r$ a name before differentiating. Both values of $\kappa$ give $\kappa(\kappa+1)=l(l+1)$.

**For (b).** Compare $M$ with its frozen form as a ratio, close to the nucleus and far from it.

**For (c).** In a Coulomb field $2c^2M$ is a constant plus $Z/r$. Look for a change of length unit that turns the KH constant into the ZORA constant. Then ask whether the conditions at the origin and at infinity survive it.

**For (d).** For $l=0$ return to the pair of first-order equations, and try an $f$ proportional to $g$.

## Solution

### (a) Eliminating the small component

Let $u=g'+(1+\kappa)g/r$. The first Dirac equation gives $f=u/(2Mc)$. The second, multiplied by $c$ and rearranged, reads

$$-cf'+\frac{c(\kappa-1)}{r}f+(V-E)g=0.$$

Since $M$ depends on $r$, the first term has two parts:

$$-cf'=-\frac{u'}{2M}+\frac{M'}{2M^2}u,\qquad u'=g''+\frac{1+\kappa}{r}g'-\frac{1+\kappa}{r^2}g.$$

Collect the terms that carry $1/(2M)$. The coefficient of $g'/r$ is $-(1+\kappa)+(\kappa-1)=-2$. The coefficient of $g/r^2$ is $(1+\kappa)+(\kappa-1)(\kappa+1)=\kappa(\kappa+1)=l(l+1)$. Therefore

$$-\frac{1}{2M}\left[g''+\frac2r g'-\frac{l(l+1)}{r^2}g\right]+\frac{M'}{2M^2}\left[g'+\frac{1+\kappa}{r}g\right]+(V-E)g=0.$$

Because $M'=-V'/(2c^2)$, the last term in the second bracket contributes

$$-\frac{V'}{4M^2c^2}\,\frac{1+\kappa}{r}\,g.$$

This is the one term that distinguishes the two values of $j$, so it is the spin-orbit term. Its factor $1+\kappa$ equals $-l$ for the $2l+2$ states with $j=l+\tfrac12$, and $l+1$ for the $2l$ states with $j=l-\tfrac12$. The weighted sum is $-l(2l+2)+(l+1)2l=0$, so dropping the term replaces $1+\kappa$ by its average over the two multiplets.

The remaining derivative terms combine, since

$$-\frac{1}{2r^2}\left(\frac{r^2g'}{M}\right)'=-\frac{1}{2M}\left(g''+\frac2r g'\right)+\frac{M'}{2M^2}g'.$$

The KH equation is therefore

$$-\frac{1}{2r^2}\left(\frac{r^2g'}{M}\right)'+\frac{l(l+1)}{2Mr^2}g+Vg=Eg.\tag{1}$$

For s states $\kappa=-1$, and the dropped term was zero from the start. KH and Dirac levels then coincide. For $l>0$ they differ by the spin-orbit effect. The averaging applies to the operator, so the KH level equals the weighted average of the two Dirac levels only to first order in the dropped term. For 2p at $Z=80$ the Dirac formula gives $-24\,622$ and $-22\,254$ eV, with weighted average $-23\,043$ eV, while the KH level in part (d) is $-22\,881$ eV.

### (b) Freezing the mass function

In (1) the unknown $E$ also sits inside $M$. Each level thus has its own operator, and functions $g$ of different levels need not be orthogonal. Setting $E=0$ in $M$ gives

$$M_0=1-\frac{V}{2c^2},\qquad \frac{1}{2M_0}=\frac{c^2}{2c^2-V}.$$

The derivative $M'=-V'/(2c^2)$ contains no $E$, so the gradient of the mass function is unchanged. With $\varphi=g(r)Y_{lm}$ and $\mathbf p=-i\nabla$, the frozen equation is

$$\left[\mathbf p\cdot\frac{c^2}{2c^2-V}\,\mathbf p+V\right]\varphi=\varepsilon\varphi.\tag{2}$$

This is linear, with one operator for all levels. The quality of the step follows from

$$\frac{M}{M_0}=1+\frac{E}{2c^2-V}.$$

Close to a point nucleus $-V$ grows without bound, and the ratio tends to 1 however deep the level is. Far out, where $V\to0$, the difference $M-M_0$ measured relative to $M_0$ tends to $E/(2c^2)$. Freezing therefore becomes harmless where $-V$ far exceeds $2c^2$. That region is small: for $Z=80$, $-V$ reaches $2c^2$ at $r=Z/(2c^2)$, about 0.001 Å, well inside the 1s orbital. Outside it the relative change is of the order of $E/(2c^2)$, and it counts most where the kinetic energy is large. For $V\le0$ the relative change of the mass function is at most $|E|/(2c^2)$. Its effect on the level follows from the difference of the two kinetic factors, $c^2E/[(2c^2-V)(2c^2+E-V)]$, which gives to first order $\varepsilon-E\approx E\,\langle\mathbf p\cdot c^2(2c^2-V)^{-2}\,\mathbf p\rangle$. The relative error of the level is thus at most about its kinetic energy divided by $2c^2$. In the nonrelativistic Coulomb problem that kinetic energy equals $|E|$. For a valence level of a screened heavy atom the kinetic energy far exceeds $|E|$, and the relative error can be ten or more times $|E|/(2c^2)$. In a self-consistent exchange-only local-density mercury atom the factor is about 11 for 6s and 28 for 5d, which gives relative errors near $7\times10^{-5}$ and $2\times10^{-4}$. It is still small for valence levels and noticeable for the core levels of heavy atoms.

### (c) The relation between the levels

**Condition at the origin.** Try $g\sim r^{\beta}$ in (1) with $V=-Z/r$. Near $r=0$ both $M$ and $M_0$ approach $Z/(2c^2r)$, so the leading terms, of order $r^{\beta-1}$, are the same in both equations:

$$-\frac{c^2}{Z}\beta(\beta+2)+\frac{c^2}{Z}l(l+1)-Z=0.$$

With $\gamma=\beta+1$ this becomes

$$\gamma^2=l(l+1)+1-\frac{Z^2}{c^2}.$$

For $Z<c$ the right side is positive for every $l$, and there are two real roots. The kinetic energy contains $\int r^2g'^2/M\,dr$, whose integrand behaves as $r^{2\gamma-1}$. It converges at the origin for $\gamma>0$ and diverges for $\gamma<0$. Finite kinetic energy thus selects the positive root in both equations.

**Condition at infinity.** Define

$$\lambda=1+\frac{E}{2c^2}.$$

Far out $M\to\lambda$, and (1) becomes $g''\approx-2\lambda E\,g$. For $E<0$ a decaying solution needs $\lambda>0$. We therefore consider $-2c^2<E<0$, for which $0<\lambda<1$.

**Change of length.** In three-dimensional form (1) reads

$$-\nabla\cdot\left[\frac{c^2}{2c^2+E+Z/r}\nabla\varphi\right]-\frac Zr\varphi=E\varphi,$$

because $1/(2M)=c^2/(2c^2M)$. Put $\mathbf x=\lambda\mathbf r$ and $\varphi(\mathbf r)=\chi(\mathbf x)$. Then

$$\nabla_r=\lambda\nabla_x,\qquad \frac Zr=\frac{\lambda Z}{x},\qquad 2c^2+E+\frac Zr=\lambda\left(2c^2+\frac Zx\right).$$

The two gradients supply $\lambda^2$ and the denominator removes one factor:

$$\lambda\left\{-\nabla_x\cdot\left[\frac{c^2}{2c^2+Z/x}\nabla_x\chi\right]-\frac Zx\chi\right\}=E\chi.$$

The braces contain the ZORA operator of (2) for the same nuclear charge. Hence $\chi$ is a ZORA function, with eigenvalue

$$\boxed{\;\varepsilon=\frac E\lambda=\frac{E}{1+E/(2c^2)}\;}\tag{3}$$

The stretching leaves the power of $r$ at the origin and the decay at infinity intact, so bound states go into bound states.

**Converse.** Take any ZORA level $\varepsilon<0$ and define $E=\varepsilon/(1-\varepsilon/2c^2)$. Then

$$1+\frac{E}{2c^2}=\frac{1}{1-\varepsilon/(2c^2)},$$

which lies between 0 and 1. It is the required $\lambda$, and $E=\lambda\varepsilon$. Every step above can be reversed, so each ZORA level yields a KH level. The pairing keeps the order of the levels, because

$$\frac{d\varepsilon}{dE}=\frac{\lambda-E/(2c^2)}{\lambda^2}=\frac1{\lambda^2}>0.$$

It also keeps $l$ and the number of radial nodes, since stretching neither creates nor removes a zero.

**Size of the error.** From (3),

$$\varepsilon-E=E\,\frac{1-\lambda}{\lambda}=-\frac{E^2}{2c^2+E}<0.\tag{4}$$

ZORA places every hydrogen-like level too low relative to KH. In the nonrelativistic limit $E\to-Z^2/(2n^2)$, and the leading difference is $-Z^4/(8n^4c^2)$. This is of order $1/c^2$, the same order as the first relativistic correction itself.

**Orbitals.** Since $\varphi_{\rm KH}(\mathbf r)\propto\chi(\lambda\mathbf r)$ with $\lambda<1$, the KH function is the wider one. For averages taken with the large component alone,

$$\langle r\rangle_{\rm KH}=\frac{\int|\chi(\lambda\mathbf r)|^2\,r\,d^3r}{\int|\chi(\lambda\mathbf r)|^2\,d^3r}=\frac{\lambda^{-4}}{\lambda^{-3}}\langle r\rangle_{\rm ZORA}=\frac{\langle r\rangle_{\rm ZORA}}{\lambda}.\tag{5}$$

### (d) The 1s state and the ion with Z = 80

**KH.** For $l=0$, (1) is equivalent to the Dirac pair with $\kappa=-1$:

$$g'=2Mcf,\qquad f'=-\frac2rf+\frac{V-E}{c}g.$$

Insert $g=r^{\gamma-1}e^{-kr}$ and $f=bg$ with constant $b$. Then $g'/g=(\gamma-1)/r-k$. Matching the $1/r$ terms and the constants separately gives

$$\gamma-1=\frac{bZ}{c},\quad -k=2cb\lambda,\quad b(\gamma+1)=-\frac Zc,\quad bk=\frac Ec.$$

The first condition gives $b=-c(1-\gamma)/Z$. The third then requires $1-\gamma^2=Z^2/c^2$, which is the value of $\gamma$ found above for $l=0$. Consequently

$$b^2=\frac{c^2(1-\gamma)^2}{Z^2}=\frac{(1-\gamma)^2}{(1-\gamma)(1+\gamma)}=\frac{1-\gamma}{1+\gamma}.$$

The second and fourth conditions give $E=cbk=-2c^2b^2\lambda=-b^2(2c^2+E)$. Solving for $E$ and using $1+b^2=2/(1+\gamma)$,

$$E=-\frac{2c^2b^2}{1+b^2}=-c^2(1-\gamma),\qquad k=\frac{E}{cb}=Z,\qquad \lambda=\frac{1+\gamma}{2}.$$

**ZORA.** The same trial form works with $f=g'/(2M_0c)$ and decay constant $q$. The frozen mass function has no $E$, so the second condition becomes $-q=2cb$, and the fourth becomes $bq=\varepsilon/c$. The other two, and hence $b$, do not change. Thus

$$\varepsilon=-2c^2b^2=-2c^2\,\frac{1-\gamma}{1+\gamma}.$$

This was obtained without any change of length, and it equals $E/\lambda$, as (3) demands.

**Two limits.** For $Z\ll c$, expand $\gamma=\sqrt{1-Z^2/c^2}$:

$$E\approx-\frac{Z^2}{2}-\frac{Z^4}{8c^2},\qquad \varepsilon\approx-\frac{Z^2}{2}-\frac{Z^4}{4c^2}.$$

To leading order, ZORA doubles the relativistic lowering of the 1s level. At the other end, $Z\to c$ gives $\gamma\to0$, $E\to-c^2$ and $\varepsilon\to-2c^2$, so the ZORA level becomes twice as deep as the KH level.

**Numbers for 1s.** With $Z=80$ one has $\gamma=0.811906$ and $2c^2=1\,021\,998$ eV. Then

$$\lambda=\frac{1.811906}{2}=0.905953,\qquad E=-\frac{1\,021\,998}{2}(1-0.811906)\ \text{eV}\approx-96\,116\ \text{eV},$$

$$\varepsilon=\frac{-96\,116}{0.905953}\ \text{eV}\approx-106\,094\ \text{eV}.$$

The nonrelativistic level is $-87\,076$ eV. KH lowers it by 9039 eV and ZORA by 19 017 eV. The ratio is 2.10, a little above the leading-order factor of 2.

**Other states.** The KH levels below come from integrating (1) numerically, outward from the origin and inward from the exponential tail, and adjusting $E$ until the two pieces join smoothly. The ZORA levels come from a separate calculation, the diagonalization of (2) in a basis of sinc functions on a grid uniform in $\ln r$. Energies are in eV.

| State | $E$ (KH) | $\varepsilon$ (ZORA) | $\lambda$ | $\varepsilon-E$ |
|---|---|---|---|---|
| 1s | −96 116 | −106 094 | 0.905953 | −9978 |
| 2s | −24 622 | −25 230 | 0.975908 | −608 |
| 2p | −22 881 | −23 405 | 0.977612 | −524 |
| 3d | −9844 | −9940 | 0.990368 | −96 |

For 2p, $-22\,881/0.977612=-23\,405$, in agreement with the diagonalization. The error relative to $E$ is $1/\lambda-1$. It falls from 10.4% for 1s to 1.0% for 3d, because it follows the depth of the level.

The mean radii show the stretching. For 1s the ZORA value is 0.007862 Å, and (5) gives $0.007862/0.905953=0.008678$ Å, the value found from the integrated KH function.

These are levels of a model: a fixed point nucleus, no radiative corrections and, for 2p and 3d, no spin-orbit coupling. The whole electronvolts serve to compare the two equations, not to predict a measurement.

## Variation 1: a screened nucleus

*Does (3) hold for $V_\mu(r)=-Ze^{-\mu r}/r$?*

Put $r=x/\lambda$ again:

$$V_\mu(r)=-\frac{\lambda Z}{x}e^{-(\mu/\lambda)x}=\lambda V_{\mu/\lambda}(x).$$

The denominator becomes $2c^2+E-V_\mu(r)=\lambda[2c^2-V_{\mu/\lambda}(x)]$. The factors of $\lambda$ combine as before, but the ZORA operator now has a different screening constant:

$$\frac{E(\mu)}{\lambda}=\varepsilon(\mu/\lambda).$$

The potential brings its own length, and the change of unit alters it. For the substitution to return the same potential one needs $V(x/\lambda)=\lambda V(x)$ for every $\lambda$ concerned. If this is required for all $\lambda>0$, setting $x=1$ gives $V(1/\lambda)=\lambda V(1)$, which is a Coulomb potential.

Take $Z=80$ and $\mu=Z/5$, a screening length of 0.03307 Å. The two numerical methods described above give, for the lowest s level, $E=-65\,413$ eV and $\lambda=0.935995$, so $E/\lambda=-69\,886$ eV. The ZORA level at the same $\mu$ is $-71\,928$ eV, which is 2.9% deeper than (3) would predict. At $\mu/\lambda$ it is $-69\,886$ eV, as the corrected relation requires.

The sign can be understood. Since $\mu/\lambda>\mu$, the rescaled potential is shallower everywhere. The kinetic factor $c^2/(2c^2-V)$ also grows when $V$ rises. Both changes raise the expectation value of the ZORA operator in any state, so by the variational principle $\varepsilon(\mu/\lambda)>\varepsilon(\mu)$.

## Variation 2: a constant added to the potential

*Let $V=-Z/r+\Delta$ with $\Delta<2c^2$. How do the levels move?*

Apart from the overall balance $V-E$, the KH equation contains $E$ and $V$ through $M$, which also depends on $E-V$ alone. Every KH level therefore moves by $\Delta$, as it should.

In ZORA the denominator is $2c^2-\Delta+Z/r$. Let $\lambda_\Delta=1-\Delta/(2c^2)$ and $x=\lambda_\Delta r$. The argument of part (c) turns the operator into $\lambda_\Delta$ times the unshifted ZORA operator, plus $\Delta$. Hence

$$\varepsilon_\Delta=\lambda_\Delta\,\varepsilon+\Delta=\varepsilon+\Delta\left(1-\frac{\varepsilon}{2c^2}\right)=\varepsilon+\frac{\Delta}{\lambda},$$

where $\lambda$ belongs to the level considered. The response is too large by the factor $1/\lambda$. For the 1s level at $Z=80$ and $\Delta=-1000$ eV, the shift is $-1000/0.905953=-1104$ eV. Diagonalizing the shifted operator gives $-107\,197$ eV instead of $-106\,094$ eV, which is the same shift after allowing for rounding. About $-104$ eV of it is spurious.

Freezing $M$ at $E=0$ thus has a meaning only after the zero of energy has been fixed. The choice $\Delta=-E$ shows why. It gives $\lambda_\Delta=\lambda$ and $\varepsilon_\Delta=\lambda\varepsilon-E=0$. The KH level has then been moved to zero energy, where the frozen mass function is the true one, and for that level ZORA makes no error.
